# How fast do electrons collide with each other in copper?

**Question.** The resistivity of copper at 300 K fixes a relaxation rate for its conduction electrons. These electrons also collide with one another. How large is that collision rate compared with the relaxation rate, and how does the ratio change with temperature, band mass and resistivity?

**Answer.** The two rates need separate estimates: one follows from the resistivity, the other from the Pauli principle and the Fermi energy.

### Model and Drude rate

Take copper as a free-electron gas with one conduction electron per atom and a parabolic band of mass $m$. The algebra uses atomic units ($\hbar=e=m_e=1$), and $T$ stands for $k_BT$. Rates are quoted as $\hbar$ times the rate, in eV, with the main ones also in s$^{-1}$.

The face-centred cubic cell of side $a$ holds four atoms, so $n=4/a^3$. Two spin states for each wavevector inside the Fermi sphere give

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad k_F=(3\pi^2n)^{1/3},\qquad E_F=\frac{k_F^2}{2m}.$$

With the rough value $a=3.61$ Å, $n=0.0850$ Å$^{-3}$ and $k_F=1.36$ Å$^{-1}$. For $m=1$, $E_F=7.05$ eV.

Suppose that relaxing collisions occur at rate $1/\tau$ and leave the velocity random. The time $t$ since an electron's last collision has the distribution $e^{-t/\tau}/\tau$, with mean $\tau$. In a field of magnitude $F$ the mean drift speed is then $F\tau/m$, and the current density is $j=nF\tau/m$. Since $\rho=F/j$,

$$\rho=\frac{m}{n\tau},\qquad \frac1\tau=\frac{n\rho}{m}.$$

In ordinary units this is $ne^2\rho/m$. A rough resistivity of 1.7 μΩ cm gives $\hbar/\tau=0.0268$ eV, or $1/\tau=4.07\times10^{13}$ s$^{-1}$.

### Why the collision rate goes as $T^2$

Let electrons 1 and 2 scatter into states 3 and 4. State 2 must be occupied, and states 3 and 4 empty. Measure energies from $E_F$ in units of $T$, so that $f(x)=1/(e^x+1)$, $1-f(x)=f(-x)$ and $x_4=x_1+x_2-x_3$. The density of states is nearly constant over a few $T$, so the temperature dependence comes from

$$I(x_1)=\int\!\!\int f(x_2)\,[1-f(x_3)]\,[1-f(x_4)]\,dx_2\,dx_3 .$$

Put $s=x_1+x_2$. The last two factors are $f(-x_3)f(x_3-s)$. Because $e^xf(x)=f(-x)$,

$$f(x-s)-f(x)=(1-e^{-s})\,f(-x)f(x-s).$$

The left side integrates over $x$ to $s$, the area between two steps displaced by $s$. The $x_3$ integral is therefore $s/(1-e^{-s})$, and

$$I=\int_{-\infty}^{\infty}\frac{s\,ds}{(1-e^{-s})(e^{s-x_1}+1)} .$$

Partial fractions in $e^s$ give, with $b(s)=1/(e^s-1)$,

$$I=[1-f(x_1)]\int_{-\infty}^{\infty}s\,[b(s)+f(s-x_1)]\,ds .$$

For negative $s=-u$, use $b(-u)=-1-b(u)$ and $1-f(-u-x_1)=f(u+x_1)$. This half contributes $\int_0^\infty u[b(u)+f(u+x_1)]du$, so the whole integral is

$$2\int_0^\infty u\,b(u)\,du+G(x_1),\qquad G(x)=\int_0^\infty u\,[f(u-x)+f(u+x)]\,du .$$

Expanding in powers of $e^{-u}$ gives $\int_0^\infty ub\,du=\pi^2/6$ and $\int_0^\infty uf\,du=\pi^2/12$. Hence $G(0)=\pi^2/6$. $G$ is even, so $G'(0)=0$. One integration by parts gives $G'(x)=\int_0^\infty[f(u-x)-f(u+x)]du$, and then $G''(x)=f(-x)+f(x)=1$. Thus $G=\pi^2/6+x^2/2$, and

$$I(x_1)=[1-f(x_1)]\,\frac{x_1^2+\pi^2}{2}.$$

Restoring energy units multiplies this by $T^2$. One factor of $T$ comes from the partner, which must lie near the Fermi surface, and one from the limited choice of final energies.

A rate in atomic units is an energy. If the interaction is neither weak nor strong on the scale of $E_F$, the remaining energy is $E_F$, and the scale is $T^2/E_F$, or $(k_BT)^2/(\hbar E_F)$ as a rate. Dimensional analysis leaves its numerical prefactor open.

### The size of the ratio

At 300 K, $k_BT=0.02585$ eV, so

$$\frac{(k_BT)^2}{E_F}=\frac{(0.02585)^2}{7.051}\ \text{eV}=9.48\times10^{-5}\ \text{eV},$$

which corresponds to $1.44\times10^{11}$ s$^{-1}$. Dividing by the Drude value gives

$$\frac{9.48\times10^{-5}}{0.0268}=0.0035=0.35\ \text{percent}.$$

The scale is below one percent of the Drude rate. In symbols,

$$\frac{T^2/E_F}{1/\tau}=\frac{2mT^2}{k_F^2}\,\frac{m}{n\rho}=\frac{2m^2T^2}{k_F^2\,n\rho}.$$

At fixed density the ratio varies as $m^2T^2/\rho$. If $\rho\propto T$, it grows as $T$. If impurities hold $\rho$ constant at low temperature, it falls as $T^2$ on cooling. Between these regimes, in a clean sample, the phonon resistivity falls faster than $T^2$ and the ratio rises on cooling. Take a Bloch-Grüneisen resistivity with a trial Debye temperature of 343 K, fixed to 1.7 μΩ cm at 300 K. For a residual resistivity a thousand times smaller than the 300 K value, the scale drops to about 0.21 percent at 77 K and climbs to about 1.1 percent at 20 K before falling again. For one a hundred times smaller, its low-temperature peak is only about 0.27 percent. The bound of one percent is therefore a room-temperature result and need not hold for very clean copper at low temperature. At fixed $n$, $\rho$ and $T$, the scale reaches one percent at $m=1.68$.

### The prefactor for a screened interaction

A margin of about three could be used up by the prefactor, so it has to be estimated. A slowly varying potential energy $U$ changes the electron density by $-(dn/d\mu)U$. Putting this into Poisson's equation turns the bare interaction $4\pi/q^2$ into

$$V(q)=\frac{4\pi}{q^2+\kappa^2},\qquad \kappa^2=4\pi\frac{dn}{d\mu}=4\pi\,\frac{3n}{2E_F}=\frac{4mk_F}{\pi}.$$

The derivative follows from $n\propto\mu^{3/2}$. Using this static form up to $q=2k_F$ is a model assumption, since such potentials do not vary slowly. Replacing it by the static Lindhard screening of the free-electron gas, which weakens as $q$ grows, raises the direct rate found below for $m=1$ by about 7 percent of its value.

Let momentum $q$ pass from electron 1 to electron 2. Without exchange, the golden rule gives the outgoing rate

$$\Gamma_{\rm out}=2\pi\!\int\!\frac{d^3q}{(2\pi)^3}V^2(1-f_3)\;2\!\int\!\frac{d^3k_2}{(2\pi)^3}f_2(1-f_4)\,\delta(\xi_1+\xi_2-\xi_3-\xi_4),$$

where $\xi$ is energy measured from $E_F$ and the factor 2 counts the partner's spin.

In the inner integral, $\xi_4-\xi_2=k_2q\cos\theta/m+q^2/2m$. The delta function fixes $\cos\theta$ and contributes $m/(k_2q)$. With $k_2dk_2=m\,d\xi_2$, the inner measure becomes $(m^2/2\pi^2q)\,d\xi_2$. In the outer integral, $\xi_1-\xi_3=k_1q\cos\theta'/m-q^2/2m$, so $d\cos\theta'$ becomes $m\,d\xi_3/(k_Fq)$ with $k_1\approx k_F$. The outer measure is $(m/4\pi^2k_F)\,q\,dq\,d\xi_3$. For $T\ll E_F$ the angles allow $q$ from nearly zero to $2k_F$. Collecting factors,

$$\Gamma_{\rm out}=\frac{m^3}{4\pi^3k_F}\,J\,T^2I(x_1),\qquad J=\int_0^{2k_F}V(q)^2\,dq .$$

The rate comparable with $1/\tau$ is the decay rate of a small excess in $f_1$. An excess increases departures and also blocks arrivals, so with the other occupations held fixed it decays at $\Gamma_{\rm out}+\Gamma_{\rm in}$. In equilibrium $f_1\Gamma_{\rm out}=(1-f_1)\Gamma_{\rm in}$, and the sum is $\Gamma=\Gamma_{\rm out}/(1-f_1)$. This cancels the factor $1-f_1$ in $I$.

For $J$, substitute $q=\kappa\tan\theta$, which leaves $(16\pi^2/\kappa^3)\int\cos^2\theta\,d\theta$. With $r=2k_F/\kappa$,

$$J=\frac{8\pi^2}{\kappa^3}\left[\arctan r+\frac{r}{1+r^2}\right],$$

$$\Gamma(\xi)=A(\xi^2+\pi^2T^2),\qquad A=\frac{m^3}{\pi k_F\kappa^3}\left[\arctan r+\frac{r}{1+r^2}\right].$$

Conduction weights states by $-df/dx$. Integrating by parts,

$$\langle x^2\rangle=4\int_0^\infty xf(x)\,dx=\frac{\pi^2}{3},$$

so the mean rate is $C\,T^2/E_F$ with $C=4\pi^2AE_F/3$. For $m=1$ the numbers are $r=1.504$ and $AE_F=0.1887$, hence $C=2.48$. The mean rate is $3.6\times10^{11}$ s$^{-1}$, or 0.88 percent of the Drude rate.

### Exchange between equal spins

Electrons of parallel spin are indistinguishable, and their amplitude is $V-V'$, where $V'$ belongs to the process with the final states interchanged. Summing over all final states counts each parallel pair twice, so its weight is $\tfrac12(V-V')^2$. The averages of $V^2$ and $V'^2$ are equal, which makes this $V^2-VV'$. Adding $V^2$ for antiparallel spins replaces the direct $2V^2$ by $2V^2-VV'$. The rate is multiplied by

$$\chi=1-\frac{\langle VV'\rangle}{2\langle V^2\rangle}.$$

Both interactions are positive, and $2VV'\le V^2+V'^2$, so $\tfrac12\le\chi<1$. Within this model the direct rate is an upper bound.

For the average, place all four states on the Fermi sphere, with angle $\gamma$ between $\mathbf k_1$ and $\mathbf k_2$. Their sum has length $K=2k_F\cos(\gamma/2)$ and is conserved. Half their difference is perpendicular to it and has length $k_F\sin(\gamma/2)$. A collision rotates this vector about the sum by an angle $\phi$, so

$$q=2k_F\sin\frac\gamma2\sin\frac\phi2,\qquad q'=2k_F\sin\frac\gamma2\left|\cos\frac\phi2\right|.$$

The directions of $\mathbf k_2$ carry the weight $\sin\gamma\,d\gamma$. Converting the final direction to the energy $\xi_3$ adds a factor proportional to $1/K$. The combined weight is proportional to $\sin(\gamma/2)\,d\gamma\,d\phi$.

The average gives $\chi=0.578$, so $C=1.43$. The mean rate becomes $2.1\times10^{11}$ s$^{-1}$, or 0.51 percent of the Drude rate.

The low-temperature steps were tested by sampling the golden-rule integral at 300 K with energy and momentum conserved and $m=1$. Sampled rates divided by the formulas were 0.996 at $\xi=0$, both with and without exchange. At $\xi=3k_BT$ they were 0.990 without exchange and 0.989 with it. This tests the integration, not the choice of interaction.

### How firm is one percent?

Each row below changes the stated quantity from the reference case. The 378 K row assumes $\rho\propto T$; a Bloch-Grüneisen form gives a resistivity ratio of about 1.29 instead of 1.26, which lowers the scale in that row from 0.45 to about 0.43 or 0.44 percent. All entries are percentages of the Drude rate for that row.

| Case | Scale | Direct | With exchange |
|---|---:|---:|---:|
| Reference, 300 K | 0.35 | 0.88 | 0.51 |
| Band mass 1.4 | 0.69 | 1.96 | 1.09 |
| Half of $\kappa^2$ | 0.35 | 2.61 | 1.67 |
| 378 K, $\rho\propto T$ | 0.45 | 1.11 | 0.64 |
| Line with $\rho=5$ μΩ cm | 0.12 | 0.30 | 0.17 |

The scale stays below one percent in every row, but the model collision rate does not. A larger mass lowers both $E_F$ and the Drude rate inferred from a fixed resistivity. It also changes the prefactor, and the golden-rule rate with exchange reaches one percent at $m=1.35$. Weaker screening acts mainly through $\kappa^{-3}$ in $A$; the bracket in $A$ and the exchange factor $\chi$ also rise. The golden rule is also only the lowest order in $V$, and $V$ is not weak at this density. Using the exact scattering amplitude of two otherwise free electrons in the same screened potential lowers the reference rate with exchange from 0.51 to about 0.32 percent. The same replacement lowers the rate with exchange from 1.09 to about 0.59 percent for a band mass of 1.4, and from 1.67 to about 1.04 percent for half of $\kappa^2$. The supported statement is that the scale is below one percent in all these cases, while the model collision rate runs from about 0.2 to 2.6 percent across the table and depends on how the interaction is treated.

For real copper, the lattice constant and resistivity used here are rough typical values; the mass of 1.4 and the halved $\kappa^2$ are trial values. The real Fermi surface is not a sphere, and the filled d states also polarize. If they acted as a constant background $\epsilon>1$, the interaction would become $4\pi/(\epsilon q^2+\kappa^2)$, which is smaller at every $q>0$ and lowers the direct rate. For trial values $\epsilon=2$ and $\epsilon=5$, the integral $J$ with this interaction reduces the direct rate from 0.88 to 0.65 and 0.42 percent. A narrow interconnect also breaks the bulk assumption, because surfaces and grain boundaries add relaxation. For a rough line resistivity of 5 μΩ cm, with the electron gas unchanged, the ratio with exchange drops from 0.51 to 0.17 percent.

### A collision rate is not a resistivity

These percentages do not give the electron-electron share of the resistance. In a parabolic band the current is proportional to the total wavevector. A normal collision has $\mathbf k_1+\mathbf k_2=\mathbf k_3+\mathbf k_4$ and leaves the current unchanged, however often it occurs.

An umklapp collision changes the total by a reciprocal lattice vector $\mathbf G$ and can relax the current. Four wavevectors of length $k_F$ can supply at most $|\mathbf G|=4k_F$. The shortest reciprocal vector of the face-centred cubic lattice is $2\pi\sqrt3/a=2.22\,k_F$, so umklapp is kinematically allowed in copper. Its rate also depends on the Bloch states, which the free-electron model lacks, so the resistive share remains undetermined here.

The numerical output below lists the values to more digits than the model warrants as predictions for copper. Under its heading "Neglected effects" it gives the full collision scale and model rates for the changed cases of the table, not the sizes of separate corrections.

## Calculated quantities

```
Lattice constant (rough input): 3.61 angstrom
Resistivity at 300 K (rough input): 1.7 microohm cm
Temperature: 300 K
Electron density: 0.08502 angstrom^-3
Fermi wavevector: 1.36 angstrom^-1
Fermi energy: 7.051 eV
Thermal energy kB T: 0.02585 eV
kB T / EF: 0.003667
hbar x Drude rate: 0.02681 eV
Drude rate: 4.073e+13 1/s
Collision scale (kB T)^2/EF: 9.479e-05 eV
Collision scale as a rate: 1.440e+11 1/s
Scale / Drude rate: 0.354 percent
Inverse screening length: 1.809 angstrom^-1
2 kF / kappa: 1.504
Rate constant A times EF: 0.1887
Mean-rate prefactor C, direct: 2.483
Exchange reduction factor: 0.578
Mean-rate prefactor C, with exchange: 1.435
Mean model rate, direct: 3.576e+11 1/s
Mean model rate, exchange: 2.066e+11 1/s
Direct model rate / Drude rate: 0.878 percent
Model rate with exchange / Drude rate: 0.507 percent
Sampled/formula, direct, xi = 0 kB T: 0.9964
Sampled/formula, exchange, xi = 0 kB T: 0.9956
Sampled/formula, direct, xi = 3 kB T: 0.9896
Sampled/formula, exchange, xi = 3 kB T: 0.9888
Shift from four times more samples: 0.003 percent
Shortest reciprocal vector / kF: 2.216
Neglected effects, as percent of Drude rate: scale; direct; exchange
Band mass 1.4: 0.693; 1.958; 1.085 percent
Half Thomas-Fermi kappa^2: 0.354; 2.605; 1.671 percent
378 K, rho proportional to T: 0.445; 1.106; 0.639 percent
Narrow line, rho = 5 microohm cm: 0.120; 0.298; 0.172 percent
Mass where scale reaches 1 percent: 1.682 electron masses
Mass where exchange rate reaches 1 percent: 1.350 electron masses
```
